# Nonparabolicity and optical mass of electrons in In0.53Ga0.47As

## Problem

The conduction band of In$_{0.53}$Ga$_{0.47}$As has its minimum at $k=0$. Take the gap as $E_g=0.74$ eV and the band-edge mass as $m^*=m\,m_0$ with $m=0.041$, where $m_0$ is the free-electron mass. Energies $E$ are measured upward from the conduction-band edge. The parabolic energy at wave number $k$ is

$$\gamma=\frac{\hbar^2k^2}{2m^*}.$$

Near the edge the band can be described by the Kane form

$$E(1+\alpha E)=\gamma ,$$

with a nonparabolicity $\alpha$ in eV$^{-1}$.

(a) Derive $\alpha$ from a model of one conduction and one valence band, keeping the free-electron kinetic energy, and evaluate it.

(b) The optical mass is $m_{\rm opt}=\hbar^2k/(dE/dk)$. Find it at $E=0.2$ eV in the Kane form, together with the wave number and the velocity.

(c) Show that this mass governs the intraband response of a degenerate electron gas with Fermi energy $E$ at zero temperature. Compare it with the curvature mass $\hbar^2/(d^2E/dk^2)$.

(d) How far is the Kane form from the two-band model at 0.2 eV?

(e) How much can a spin-orbit splitting $\Delta$ of the valence band change the answers, if $m$ and $E_g$ are held fixed?

## Solution

### (a) The nonparabolicity

Write the electron state as $e^{i\mathbf k\cdot\mathbf r}(c\,u_c+b\,u_v)$, where $u_c$ and $u_v$ are the periodic band-edge functions at $k=0$. The momentum operator acting on $e^{i\mathbf k\cdot\mathbf r}u$ gives $e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\hbar\mathbf k)u$. The kinetic energy therefore becomes

$$\frac{(\mathbf p+\hbar\mathbf k)^2}{2m_0}=\frac{p^2}{2m_0}+\frac{\hbar}{m_0}\mathbf k\cdot\mathbf p+\frac{\hbar^2k^2}{2m_0}.$$

The first term, with the crystal potential, gives the band-edge energies. The last adds the same amount to both bands. Since $\gamma=\hbar^2k^2/(2m\,m_0)$, that amount is $\hbar^2k^2/(2m_0)=m\gamma$.

The middle term couples the bands. Without spin-orbit coupling, $u_c$ and $u_v$ can be chosen real at $k=0$. Then $\langle u|\mathbf p|u\rangle=-\tfrac{i\hbar}{2}\int\nabla(u^2)\,d^3r=0$ over a unit cell, because $u$ is periodic, so the middle term has no diagonal elements. Its off-diagonal element is proportional to $k$ and can be made real by a choice of phase; call it $Pk$. The valence state kept here is the $p$-like one directed along $\mathbf k$. All other bands are left out.

With the valence edge as temporary zero, the matrix is

$$\begin{pmatrix}E_g+m\gamma & Pk\\ Pk & m\gamma\end{pmatrix}.$$

Let its upper eigenvalue be $E_g+E$, and define $x=E-m\gamma$, the part of $E$ that comes from band coupling. The two diagonal elements minus the eigenvalue are $-x$ and $-(x+E_g)$. Setting the determinant to zero gives

$$x(x+E_g)=P^2k^2. \tag{1}$$

The coupling is fixed by the known mass. For small $k$, equation (1) gives $x\simeq P^2k^2/E_g$, so $E\simeq m\gamma+P^2k^2/E_g$. By the definition of the band-edge mass this must equal $\gamma$. Hence

$$P^2k^2=E_g(1-m)\gamma. \tag{2}$$

Both sides are proportional to $k^2$, so the relation holds at every $k$ once it is imposed at small $k$. Inserting $\gamma$ gives the coupling as an energy:

$$\frac{2m_0P^2}{\hbar^2}=\frac{E_g(1-m)}{m}=\frac{0.74\times0.959}{0.041}\ \text{eV}=17.31\ \text{eV}.$$

This is large compared with the gap, which is why the mass is small. It is a fitted value of this model; the coupling energy tabulated for the alloy is larger, about 25 eV, because remote bands also contribute to the band-edge mass (see the end of part (e)).

Division of (1) by $E_g$ and use of (2) give

$$x+\frac{x^2}{E_g}=(1-m)\gamma. \tag{3}$$

Try $x=(1-m)\gamma+c_2\gamma^2+\dots$. The terms in $\gamma^2$ require $c_2+(1-m)^2/E_g=0$. Adding $m\gamma$ back,

$$E=\gamma-\frac{(1-m)^2}{E_g}\gamma^2+O(\gamma^3).$$

The Kane form, solved in the same way, is $E=\gamma-\alpha E^2=\gamma-\alpha\gamma^2+O(\gamma^3)$. The two agree through second order if

$$\boxed{\alpha=\frac{(1-m)^2}{E_g}}=\frac{0.919681}{0.74\ \text{eV}}=1.243\ \text{eV}^{-1}.$$

Numerical diagonalization of the matrix near the band edge gives the same value.

The factor $(1-m)^2$ comes from the free-electron term. If that term is dropped, then $x=E$, and the mass condition becomes $P^2k^2=E_g\gamma$. Equation (1) turns into $E(1+E/E_g)=\gamma$, which is the Kane form at all energies in that reduced model, with $\alpha=1/E_g=1.351$ eV$^{-1}$. Keeping the term lowers $\alpha$ by about 8% of this value: the free-electron part of the energy is parabolic and does not take part in the flattening.

### (b) The optical mass at 0.2 eV

Differentiate $E+\alpha E^2=\gamma$ with respect to $k$. The right side gives $d\gamma/dk=\hbar^2k/m^*$, so

$$(1+2\alpha E)\frac{dE}{dk}=\frac{\hbar^2k}{m^*}. \tag{4}$$

Solving for $\hbar^2k/(dE/dk)$ gives

$$\boxed{m_{\rm opt}=m^*(1+2\alpha E)}.$$

At $E=0.2$ eV the factor is $1+2\times1.2428\times0.2=1.497$, and

$$m_{\rm opt}=0.041\times1.497\,m_0=0.0614\,m_0=5.59\times10^{-32}\ \text{kg}.$$

This is half as large again as the band-edge mass. With the shortcut $\alpha=1/E_g$ the result would be $0.0632\,m_0$, about 3% higher.

For the wave number, first find the parabolic energy:

$$\gamma=0.2\,(1+1.2428\times0.2)\ \text{eV}=0.2497\ \text{eV}.$$

With $\hbar^2/(2m_0)=0.0381$ eV nm$^2$,

$$k=\sqrt{\frac{m\gamma}{\hbar^2/(2m_0)}}=\sqrt{\frac{0.041\times0.2497}{0.0381}}\ \text{nm}^{-1}=0.518\ \text{nm}^{-1}.$$

The group velocity is $v=(1/\hbar)\,dE/dk$, so the definition of the optical mass is the same as $m_{\rm opt}=\hbar k/v$. It follows that

$$v=\frac{\hbar k}{m_{\rm opt}}=9.8\times10^{5}\ \text{m/s}.$$

Two limits show what the Kane form implies. For $2\alpha E\ll1$ the optical mass returns to $m^*$. For $\alpha E\gg1$ we have $\gamma\simeq\alpha E^2$, hence $\hbar k\simeq E\sqrt{2m^*\alpha}$, while $m_{\rm opt}\simeq2\alpha m^*E$. Their ratio is a constant velocity, $v\to1/\sqrt{2\alpha m^*}$: the momentum and the mass grow in proportion. This second limit belongs to the formula and not to the real crystal, where other bands and other valleys matter at such energies.

### (c) Why this mass is the optical one

Let a weak uniform field $\mathbf F$ act on electrons of charge $-e$. Between collisions $\hbar\,d\mathbf k/dt=-e\mathbf F$. An electron's velocity $v_i=(1/\hbar)\,\partial E/\partial k_i$ then changes at the rate

$$\frac{dv_i}{dt}=-e\sum_j\frac{1}{\hbar^2}\frac{\partial^2E}{\partial k_i\partial k_j}F_j .$$

The current density is $-e$ times the sum of the velocities per volume. For an isotropic band filled up to $k_F$, the average of the second-derivative tensor over the filled sphere is a multiple of the unit tensor, and that multiple is one third of the average of $\nabla_k^2E$. With $n$ electrons per volume,

$$\frac{d\mathbf j}{dt}=\frac{ne^2}{m_D}\mathbf F,\qquad \frac1{m_D}=\frac{1}{\tfrac43\pi k_F^3}\int_{k<k_F}\frac{\nabla_k^2E}{3\hbar^2}\,d^3k .$$

The divergence theorem converts the integral of $\nabla_k^2E$ into the outward flux of $\nabla_kE$ through the Fermi surface, which is $4\pi k_F^2\,(dE/dk)_{k_F}$. Therefore

$$\frac1{m_D}=\frac{4\pi k_F^2\,(dE/dk)_{k_F}}{3\hbar^2\cdot\tfrac43\pi k_F^3}=\frac{1}{\hbar^2k_F}\left(\frac{dE}{dk}\right)_{k_F}=\frac1{m_{\rm opt}(E_F)}.$$

This is the mass in the Drude response at frequencies well above the collision rate and well below those of interband transitions. The identity holds at zero temperature. At 300 K, the temperature to which the gap of 0.74 eV belongs, thermal smearing at the same density raises the Drude mass of the Kane band by about 2%, to $0.0625\,m_0$. A direct quadrature of the inverse mass over the Fermi sphere gives $0.0614\,m_0$, in agreement with (b). The density that puts the Fermi energy at 0.2 eV is

$$n=\frac{k_F^3}{3\pi^2}=4.7\times10^{18}\ \text{cm}^{-3}.$$

The curvature mass is a different quantity. Put $s=1+2\alpha E$, so that (4) reads $dE/dk=\hbar^2k/(m^*s)$. Since $ds/dk=2\alpha\,dE/dk$,

$$\frac{d^2E}{dk^2}=\frac{\hbar^2}{m^*s}-\frac{\hbar^2k}{m^*s^2}\,2\alpha\,\frac{\hbar^2k}{m^*s}
=\frac{\hbar^2}{m^*s^3}\left(s^2-4\alpha\gamma\right),$$

where $\hbar^2k^2/m^*=2\gamma$ was used in the last step. But $s^2=1+4\alpha E+4\alpha^2E^2=1+4\alpha\gamma$, so the bracket equals 1. The curvature mass is $m^*s^3$, which at 0.2 eV is

$$0.041\times1.497^3\,m_0=0.138\,m_0 .$$

This value is more sensitive to the model than the optical mass: the unexpanded two-band matrix gives $0.129\,m_0$, and the three-state model of part (e) with $\Delta=0.33$ eV gives $0.119\,m_0$. The curvature mass describes the response of a single electron at this energy to a force along its own $\mathbf k$. A force perpendicular to $\mathbf k$ turns the velocity without changing its size to first order, and the corresponding mass is $\hbar k/v=m_{\rm opt}$. The Fermi-sphere average combines both kinds of response over all filled states, including the lighter ones near the band edge, and its result is $m_{\rm opt}$ at the Fermi energy.

### (d) Accuracy of the Kane form

The Kane form matches the two-band model through second order in $\gamma$, so the first difference appears in third order. Continue the solution of (3) with a term $c_3\gamma^3$. The condition at that order is $c_3+2(1-m)c_2/E_g=0$, which gives $c_3=2(1-m)^3/E_g^2$. The Kane form has $2\alpha^2=2(1-m)^4/E_g^2$ in the same place. The two-band coefficient is larger by

$$\delta=\frac{2(1-m)^3}{E_g^2}\,[1-(1-m)]=\frac{2m(1-m)^3}{E_g^2}.$$

To compare at equal energy, invert the series $E=\gamma-\alpha\gamma^2+(2\alpha^2+\delta)\gamma^3$. The result is $\gamma=E+\alpha E^2-\delta E^3+\dots$; substitution confirms it, since the third-order terms are $-\delta-2\alpha^2+2\alpha^2+\delta=0$. Because $dE/dk=(dE/d\gamma)\,\hbar^2k/m^*$, the optical mass is $m^*\,d\gamma/dE$, and

$$\frac{m_{\rm opt}}{m^*}=1+2\alpha E-3\delta E^2+\dots$$

At 0.2 eV the correction is $3\delta E^2=6m(1-m)^3E^2/E_g^2\simeq0.016$, to be subtracted from 1.497. The Kane form should thus overestimate the mass by about 1%. Diagonalizing the two-band matrix without expansion gives $m_{\rm opt}=0.0608\,m_0$, and the Kane value lies 1.0% above it. The correction is small because it carries a factor $m$: it vanishes together with the free-electron term.

At very high energy the two models part. Differentiating (3) gives

$$\frac{dE}{d\gamma}=m+\frac{1-m}{1+2x/E_g}.$$

As $x/E_g\to\infty$ this tends to $m$, so the two-band optical mass $m^*/(dE/d\gamma)$ tends to $m_0$, whereas the Kane mass grows without limit.

### (e) Spin-orbit splitting

Take $\mathbf k$ along $z$. The valence orbital that couples to a spin-up conduction electron is $|0\uparrow\rangle$, with orbital projection 0 along $z$. Spin-orbit coupling makes the total angular momentum the good label. Lowering $|\tfrac32,\tfrac32\rangle=|1\uparrow\rangle$ gives

$$|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0\uparrow\rangle+\sqrt{\tfrac13}\,|1\downarrow\rangle .$$

The light-hole state at the valence edge thus contains $|0\uparrow\rangle$ with weight $2/3$. The orthogonal split-off state, lower by $\Delta$, contains it with weight $1/3$. Eliminating the two valence amplitudes from the eigenvalue equations gives

$$x=P^2k^2\left[\frac{2/3}{x+E_g}+\frac{1/3}{x+E_g+\Delta}\right]
=P^2k^2\,\frac{x+E_g+\tfrac23\Delta}{(x+E_g)(x+E_g+\Delta)} .$$

Solve for $P^2k^2$ and again choose $P$ so that $x=(1-m)\gamma$ to first order. This divides out the value of the fraction at $x=0$:

$$(1-m)\gamma=x\,\frac{\left(1+\dfrac{x}{E_g}\right)\left(1+\dfrac{x}{E_g+\Delta}\right)}{1+\dfrac{x}{E_g+\tfrac23\Delta}} .$$

To second order the right side is $x+\beta x^2$, where $\beta$ takes the place of $1/E_g$ in (3). Hence

$$\alpha=(1-m)^2\beta=(1-m)^2\left[\frac1{E_g}+\frac1{E_g+\Delta}-\frac1{E_g+\tfrac23\Delta}\right].$$

With $d=\Delta/E_g$, the reduction relative to the two-band value is

$$\frac{1}{1+\tfrac23d}-\frac1{1+d}=\frac{d}{(3+2d)(1+d)}=\frac{1}{5+2d+3/d}.$$

It vanishes for $d\to0$, where the two valence states act as one, and for $d\to\infty$, where the split-off state drops out. It is largest where $2d+3/d$ is smallest. Setting the derivative $2-3/d^2$ to zero gives $d=\sqrt{3/2}$, or $\Delta=0.906$ eV. The reduction there is $1/(5+2\sqrt6)$, or 10.1%, which brings $\alpha$ down to 1.117 eV$^{-1}$. In this model, therefore, $\alpha$ lies between 1.117 and 1.243 eV$^{-1}$ whatever the splitting.

For the optical mass at 0.2 eV, the three-state matrix was diagonalized for splittings from 0.01 to 50 eV. For a splitting of 0.33 eV, about that of the alloy, the model gives $\alpha=1.144$ eV$^{-1}$ and $m_{\rm opt}=0.0591\,m_0$. The lowest value is $0.0585\,m_0$, at a flat minimum near $\Delta=1.07$ eV (the nearest point of the scan is 1.05 eV). This is about 4% below the two-band result. The minimum need not fall at 0.906 eV, because that condition concerns the second-order term alone.

Within these models the optical mass at 0.2 eV lies between $0.0585\,m_0$ and $0.0614\,m_0$. For the real alloy the uncertainty is larger. If the coupling energy is set to the tabulated value of about 25 eV, and a parabolic remote-band term is added to the conduction band to restore $m=0.041$ at $E_g=0.74$ eV and $\Delta=0.33$ eV, that term is several times the free-electron term and of opposite sign; $\alpha$ then rises to about 1.5 eV$^{-1}$ and the optical mass to about $0.067\,m_0$. The estimate for the material is therefore 0.06 to $0.07\,m_0$. Remote bands, the directional dependence of the band, and the shift of the gap with temperature and electron density have been left out. The numerical output below lists the values to more digits for checking the arithmetic.

## Numbers as computed

```
gap Eg = 0.74 eV
band-edge mass m = 0.041 m0
energy above band edge E = 0.2 eV
(1 - m)^2 = 0.919681
coupling energy Eg(1-m)/m = 17.31 eV
alpha, formula = 1.2428 1/eV
alpha, two-band diagonalization = 1.2428 1/eV
shortcut alpha = 1/Eg = 1.3514 1/eV
factor 1 + 2 alpha E = 1.4971
optical mass, Kane form = 0.06138 m0
optical mass, Kane form = 5.592e-32 kg
optical mass with alpha = 1/Eg: 0.06316 m0
Fermi-sphere average mass = 0.06138 m0
curvature mass along k = 0.13758 m0
parabolic energy gamma = 0.2497 eV
hbar^2/(2 m0) = 0.038100 eV nm^2
wave number k = 0.5184 1/nm
velocity = 9.777e+05 m/s
density for Fermi energy E = 4.705e+18 1/cm^3
optical mass, unexpanded two-band = 0.06075 m0
Kane form above two-band by 1.03 %
splitting of largest reduction = 0.906 eV
lowest alpha over all splittings = 1.1173 1/eV
largest reduction of alpha = 10.1 %
lowest optical mass over scan = 0.05852 m0
splitting at that mass = 1.05 eV
```
